# Lie-Trotter and Strang splitting: error terms and convergence for an anharmonic oscillator

## A case that can be followed by hand

Take a particle in a uniform force field, \(H=T+V\) with \(T=p^2/2\) and \(V=fx\), in units \(\hbar=m=1\). The exact motion over a time \(\tau\) is

\[
p\to p-f\tau,\qquad x\to x+p\tau-\tfrac12 f\tau^2 .
\]

These equations are linear, so they hold for the operators as well as for the mean values.

Now split the step: first a kick by \(V\) alone, which changes \(p\) at fixed \(x\), then a drift by \(T\) alone, which changes \(x\) at fixed \(p\). The momentum is right, but the drift uses the final momentum throughout, so \(x\to x+p\tau-f\tau^2\). After \(N\) steps, with \(t=N\tau\),

\[
x_N=x_0+\tau\sum_{j=1}^{N}(p_0-jf\tau)
=x_0+p_0t-\tfrac12ft^2-\tfrac12 ft\,\tau .
\]

The last term is a first-order error. If instead half the kick is given before the drift and half after it, the drift uses the midpoint momentum \(p-f\tau/2\), and both \(x\) and \(p\) come out exactly. What remains is an error in the phase of the wave function, found below to be second order in \(\tau\).

## The two schemes and the claim

The oscillator treated from here on has

\[
V(x)=\tfrac12x^2+\lambda x^4,\qquad \lambda>0,
\]

in units \(\hbar=m=\omega=1\), so that time is measured in \(1/\omega\) and energy in \(\hbar\omega\). Write \(U(t)=e^{-iHt}\). The Lie-Trotter and Strang steps are

\[
S_1=e^{-i\tau T}e^{-i\tau V},\qquad
S_2=e^{-i\tau V/2}e^{-i\tau T}e^{-i\tau V/2}.
\]

The rightmost factor acts first. For a fixed smooth, rapidly decaying state \(\psi\) (a Schwartz function) and fixed \(t\), the claim is

\[
S_1^N\psi-U(t)\psi=\tfrac{i\tau}{2}[V,U(t)]\psi+O(\tau^2),
\]
\[
S_2^N\psi-U(t)\psi=-i\tau^2\!\int_0^t\!U(t-s)KU(s)\psi\,ds+O(\tau^4),
\]

with \(K=\tfrac1{12}pV''p-\tfrac1{48}V''''-\tfrac1{24}(V')^2\). The constants depend on \(\psi\) and \(t\). Since \(T\) and \(V\) are unbounded, no rate uniform over all states is claimed.

## The Baker-Campbell-Hausdorff terms

Let \(A=-i\tau T\) and \(B=-i\tau V\), and seek \(Z=Z_1+Z_2+Z_3+\dots\), ordered by powers of \(\tau\), such that \(e^Z\) equals the split product. In both schemes \(Z_1=A+B\).

**Lie-Trotter.** The second-order part of \(e^Ae^B\) is \(A^2/2+AB+B^2/2\), while that of \(e^Z\) is \(Z_2+(A+B)^2/2\). Therefore

\[
Z_2=AB-\tfrac12(AB+BA)=\tfrac12[A,B].
\]

**Strang.** Reversing the sign of \(\tau\) inverts the step, \(S_2(-\tau)S_2(\tau)=1\), so \(Z(-\tau)=-Z(\tau)\) and \(Z_2=Z_4=0\). Then \(Z_3\) is the third-order part of \(e^{B/2}e^Ae^{B/2}\) minus \((A+B)^3/6\). In the product the words \(AAB\) and \(BAA\) have coefficient \(1/4\), and \(ABA\) has \(0\); \(BBA\) and \(ABB\) have \(1/8\), and \(BAB\) has \(1/4\). The cubes \(A^3\) and \(B^3\) cancel. Subtracting \(1/6\) from each mixed word gives

\[
\begin{aligned}
Z_3&=\tfrac1{12}(AAB-2ABA+BAA)-\tfrac1{24}(BBA-2BAB+ABB)\\
&=\tfrac1{12}[A,[A,B]]-\tfrac1{24}[B,[B,A]].
\end{aligned}
\]

Now write \(Z=-i\tau H_{\rm eff}\). Because \((-i\tau)^2=(-i\tau)(-i\tau)\) and \((-i\tau)^3=(-i\tau)(-\tau^2)\), the effective Hamiltonians are

\[
H_1=H+\tau G+O(\tau^2),\qquad G=-\tfrac i2[T,V],
\]
\[
H_2=H+\tau^2K+O(\tau^4),\qquad K=\tfrac1{24}[V,[V,T]]-\tfrac1{12}[T,[T,V]].
\]

**Commutators.** From \([p,g]=-ig'\),

\[
[T,V]=\tfrac12\big(p[p,V]+[p,V]p\big)=-\tfrac i2(pV'+V'p),
\]

so \(G=-\tfrac14(pV'+V'p)\). Next, \([V,p]=iV'\) gives \([V,pV'+V'p]=2i(V')^2\), hence

\[
[V,[V,T]]=\tfrac i2\,2i(V')^2=-(V')^2 .
\]

For the other double commutator, apply the first formula twice:

\[
\begin{aligned}
[T,[T,V]]&=-\tfrac i2\big(p[T,V']+[T,V']p\big)\\
&=-\tfrac14\big(p^2V''+2pV''p+V''p^2\big).
\end{aligned}
\]

Since \(p^2V''-2pV''p+V''p^2=[p,[p,V'']]=-V''''\), the bracket equals \(4pV''p-V''''\), and

\[
[T,[T,V]]=-pV''p+\tfrac14V''''.
\]

Inserting both results gives the stated \(K\). For the quartic oscillator \(V'=x+4\lambda x^3\), \(V''=1+12\lambda x^2\) and \(V''''=24\lambda\).

**Check on the uniform force.** Here \(G=-fp/2\), which adds \(-f\tau/2\) to the velocity and reproduces the displacement \(-ft\tau/2\). For Strang, \(K=-f^2/24\) is a number and all higher commutators vanish, so \(S_2^N=e^{i\tau^2f^2t/24}U(t)\): a pure phase error.

## From one step to many

The series for \(Z\) need not converge for unbounded operators. It is used here to organize Taylor coefficients in \(\tau\), and these are finite sums of products of \(T\) and \(V\), well defined on Schwartz functions.

The remainders must stay bounded along the orbit \(U(s)\psi\). The kick and the drift preserve Schwartz functions, being multiplications by smooth phases with polynomially bounded derivatives in \(x\) and in \(p\). For \(U\), use \(TV+VT=pVp-V''/2\) and \(\langle pVp\rangle\ge0\):

\[
\|H\varphi\|^2\ge\|T\varphi\|^2+\|V\varphi\|^2-\tfrac12\langle V''\rangle .
\]

As \(V''\) grows like \(x^2\) and \(V^2\) like \(x^8\), the last term is at most \(\tfrac12\|V\varphi\|^2+C\|\varphi\|^2\). So \(H\varphi\) controls \(T\varphi\) and \(V\varphi\). It also controls \(x^2\varphi\) and \(p\varphi\), because \(x^2\le2V\) and \(\|p\varphi\|^2=2\langle T\rangle\le\|T\varphi\|^2+\|\varphi\|^2\). Now count \(x\) as degree 1 and \(p\) as degree 2. Then \(H\) has degree 4, and since \([x,p]=i\), a commutator has degree at most the sum of the degrees minus 3. Induct on the degree. Degrees 0 and 1 are covered by \(|x|\le(1+x^2)/2\). A product of degree \(d+2\) contains \(p\) or two factors \(x\), so up to terms of lower degree it equals \(QM\) with \(Q=p\) or \(x^2\) and \(M\) of degree \(d\). Then

\[
\|QM\varphi\|\le C\big(\|HM\varphi\|+\|M\varphi\|\big)\le C\big(\|MH\varphi\|+\|[H,M]\varphi\|+\|M\varphi\|\big).
\]

Here \([H,M]\) has degree at most \(d+1\), and \(M\) of degree \(d\) acts on \(H\varphi\) or \(\varphi\). By the induction hypothesis every term is bounded by finitely many norms \(\|H^n\varphi\|\), and so is every product of \(x\) and \(p\). The norms \(\|H^nU(s)\psi\|\) do not depend on \(s\), which gives the uniform bounds.

For Strang, define a comparison state \(w=U(t)\psi+\tau^2e(t)\) with

\[
e(t)=-i\int_0^tU(t-s)KU(s)\psi\,ds,\qquad i\dot e=He+KU(t)\psi .
\]

It obeys \(i\dot w=(H+\tau^2K)w-\tau^4Ke\). Over one step, the Taylor expansion of \(w(t+\tau)\) therefore agrees with that of \(e^{-i\tau(H+\tau^2K)}w(t)\) up to \(O(\tau^5)\). So does \(S_2w(t)\), because \(Z_4=0\). Let \(d_n=S_2^n\psi-w(n\tau)\). Then

\[
d_{n+1}=S_2d_n+\big[S_2w(n\tau)-w((n+1)\tau)\big],\qquad d_0=0 .
\]

The step \(S_2\) is unitary and does not amplify \(d_n\), so \(\|d_N\|\le N\,O(\tau^5)=O(\tau^4)\). This proves the Strang claim.

For Lie-Trotter use \(w=U\psi+\tau e_1\), with \(G\) in place of \(K\) in the integral. The mismatch per step is \(O(\tau^3)\), and the total is \(O(\tau^2)\). The integral can be done in closed form. Since \([T,V]=[H,V]\) and

\[
\frac{d}{ds}\,U(t-s)VU(s)=iU(t-s)[H,V]U(s),
\]

we have, using \(-iG=-\tfrac12[H,V]\),

\[
e_1=-\tfrac12\int_0^tU(t-s)[H,V]U(s)\psi\,ds=\tfrac i2[V,U(t)]\psi .
\]

## Why the two errors age differently

The steps are related by

\[
S_1=e^{i\tau V/2}S_2e^{-i\tau V/2},\qquad
S_1^N=e^{i\tau V/2}S_2^Ne^{-i\tau V/2}.
\]

Replace the right factor, then \(S_2^N\), then the left factor by their targets \(1\), \(U(t)\) and \(1\). With \(\|(e^{i\theta V}-1)\varphi\|\le|\theta|\|V\varphi\|\), this gives

\[
\|{\rm Lie\ error}\|\le\|{\rm Strang\ error}\|+\tfrac\tau2\big(\|V\psi\|+\|VU(t)\psi\|\big).
\]

For the oscillator, the inequality for \(\|H\varphi\|^2\) above bounds \(\|VU(t)\psi\|\) by a constant times \(\|H\psi\|+\|\psi\|\) at all times, so the first-order part does not accumulate. For the uniform force the packet runs away, \(\|VU(t)\psi\|\) grows, and so does the displacement error.

The Strang term does accumulate. Between eigenstates \(m\ne n\) of \(H\), the time integral in \(e(t)\) gives

\[
K_{mn}\frac{e^{-iE_nt}-e^{-iE_mt}}{i(E_m-E_n)},
\]

which stays bounded, but for \(m=n\) it gives \(tK_{nn}e^{-iE_nt}\). This is a level shift \(\tau^2K_{nn}\). An eigenstate has \(\langle[H,[T,V]]\rangle=0\), hence \(\langle[T,[T,V]]\rangle=\langle[V,[V,T]]\rangle=-\langle(V')^2\rangle\), and

\[
\delta E_n=\tau^2\langle K\rangle=\frac{\tau^2}{24}\langle(V')^2\rangle .
\]

On a grid the two step matrices are similar, so their eigenphases coincide and Lie-Trotter has the same second-order shift.

The first-order error can also vanish at special times. For \(\lambda=0\) and \(t=\pi\), the motion sends \(x\to-x\), so \(U(\pi)\) commutes with \(V=x^2/2\). A convergence study at that time would show no first-order term.

## Pseudocode and cost

On a periodic grid of \(M\) points with wave numbers \(k\), for \(N\ge1\):

```
half  = exp(-i*tau*V(x)/2)
full  = half*half
drift = exp(-i*tau*k^2/2)

psi = half*psi
for n = 1 .. N:
    psi = IFFT(drift*FFT(psi))
    if n < N: psi = full*psi
psi = half*psi
```

This is \(S_2^N\), with adjacent half kicks merged. For \(S_1^N\), apply `full` before each drift and omit the half kicks. Either scheme needs two transforms per step, \(O(NM\log M)\) operations in all, and \(O(M)\) memory. The second order costs one extra multiplication per run. If the state is needed at an intermediate time, close the step with a half kick on a copy.

## Worked example

Take \(\lambda=0.1\), \(t=4\) and \(\psi\propto e^{-(x-1)^2/2}\). This packet has \(\langle p^2\rangle=1/2\), \(\langle x^2\rangle=3/2\) and \(\langle x^4\rangle=4.75\), so its energy is \(0.25+0.75+0.475=1.475\). The grid has 128 points on a length of 16. The reference is the diagonalized Hamiltonian on the same grid, so the errors below are errors of time slicing. The spatial grid is tested separately, for the ground level only: its ground energy, 0.559146, agrees with an oscillator-basis calculation within \(10^{-9}\).

Evaluating the leading terms gives error norms \(C_1\tau\) and \(C_2\tau^2\), with \(C_1=0.698\) and \(C_2=1.266\). The state has unit norm. The full runs give:

| \(N\) | \(\tau\) | Lie error | Strang error |
|---|---|---|---|
| 40 | 0.1 | 0.0797 | 0.01266 |
| 160 | 0.025 | 0.0181 | 0.000791 |
| 640 | 0.00625 | 0.00440 | 0.0000494 |

At \(N=40\) the Lie estimate \(0.698\times0.1=0.0698\) is too small: the run lies 14% above it. At \(N=640\) the estimate is \(0.00436\), and the run lies 0.9% above. The last halving of \(\tau\) gives observed orders 1.013 and 2.000. A stricter test subtracts the predicted leading vector, including its phase, from the error vector. The remainders then fall with orders 2.016 and 4.000, as the derivation requires.

The coefficients also predict the work for an error of \(10^{-3}\):

\[
N_1\approx\frac{tC_1}{10^{-3}}\to2793,\qquad
N_2\approx t\sqrt{\frac{C_2}{10^{-3}}}\to143 .
\]

Running these gives \(1.002\times10^{-3}\) and \(0.990\times10^{-3}\). The Lie run misses the target by 0.2%, because the estimate omits the next order. Strang needs about one twentieth of the steps.

For ageing, set \(\tau=0.02\) and compare the largest error in \(0<t\le4\) with that in \(36<t\le40\). The Lie error goes from 0.0217 to 0.0231, while the Strang error grows from 0.00051 to 0.0050. Strang is still more accurate, but its advantage shrinks from a factor of about 43 to about 5.

The ground state has \(\langle(V')^2\rangle=0.952\), which predicts \(\delta E_0/\tau^2=0.03967\). The eigenphases of both schemes give 0.03978 at \(\tau=0.1\) and 0.03970 at \(\tau=0.05\). At \(\tau=0.1\) the ground level is thus raised by \(4.0\times10^{-4}\).

## Stability and failure modes

**Unitary does not mean accurate.** In exact arithmetic both steps conserve the norm for every \(\tau\). The harmonic case \(\lambda=0\) shows how little this guarantees. One Strang step maps

\[
\begin{aligned}
x&\to(1-\tfrac{\tau^2}2)x+\tau p,\\
p&\to(1-\tfrac{\tau^2}2)p-\tau(1-\tfrac{\tau^2}4)x .
\end{aligned}
\]

The determinant is 1 and the trace is \(2-\tau^2\). For \(\tau<2\) the motion is a rotation in suitably scaled variables, with frequency \(\Omega\) given by \(\cos\Omega\tau=1-\tau^2/2\), or

\[
\Omega=\frac2\tau\arcsin\frac\tau2=1+\frac{\tau^2}{24}+\dots
\]

This agrees with the level shift, since \(\langle(V')^2\rangle=\langle x^2\rangle=n+\tfrac12\). For \(\tau>2\) one eigenvalue exceeds 1 in magnitude, and a generic packet's mean position grows exponentially although its norm stays 1.

**Large amplitudes.** In the quartic well the curvature \(1+12\lambda x^2\) has no upper bound. Replacing \(\tau<2\) by \(\tau\sqrt{V''}<2\) over the region visited is a rough guide, not a theorem, and it is not a safe bound: for \(\lambda=0.1\) the classical Strang step (half kick, drift, half kick), started at rest at \(x=3\), where the exact orbit has its largest curvature, already runs away at \(\tau\sqrt{V''(3)}=1.75\), that is \(\tau\approx0.51\). Accuracy requires a smaller step, and a step that suits a low-energy packet may fail for an energetic one.

**Aliased energies.** Eigenphases fix energies only modulo \(2\pi/\tau\). Levels that differ by nearly a multiple of this can be mixed by the step. When extracting levels, follow each eigenvector by its overlap as \(\tau\) is reduced.

**Grid errors.** Reducing \(\tau\) does not cure a box that is too short or a spacing that is too coarse. The packet must remain small at the box edges and at the largest \(|k|\), and the grid must be refined independently of \(\tau\).

**Rough potentials.** The proof differentiates \(V\) repeatedly. At a kink or a Coulomb singularity it does not apply, and the order must be measured for the state in hand. Use several step sizes and more than one final time, so that a chance cancellation is not taken for the order of the scheme.

The values of the worked example are in the numerical output below.

## Calculated quantities

```
Units: hbar = m = omega = 1; all numbers dimensionless
lambda = 0.1, packet centre = 1.0, final time = 4.0
grid points = 128, box length = 16.0, spacing = 0.125
mean energy of packet = 1.475000
ground energy: grid 0.559146327, oscillator basis 0.559146327
one-step test, tau = 0.001
Lie defect/tau^2: run 1.34538, formula 1.34536
Strang defect/tau^3: run 1.12765, formula 1.12766
leading global coefficients: Lie C1 = 0.698068, Strang C2 = 1.265664
N, tau, Lie error, Lie order, Strang error, Strang order
  40 0.10000 7.9666e-02 - 1.2663e-02 -
  80 0.05000 3.7439e-02 1.0894 3.1651e-03 2.0003
 160 0.02500 1.8089e-02 1.0494 7.9110e-04 2.0003
 320 0.01250 8.8852e-03 1.0256 1.9776e-04 2.0001
 640 0.00625 4.4028e-03 1.0130 4.9440e-05 2.0000
at N = 640: Lie error/tau = 0.704443
at N = 640: Strang error/tau^2 = 1.265671
order of remainder after leading term: Lie 2.016, Strang 4.000
target error 1e-03: Lie N = 2793, error run 1.0018e-03
target error 1e-03: Strang N = 143, error run 9.9040e-04
long run: tau = 0.02, final time = 40
largest Lie error: t in (0,4] 2.1727e-02, t in (36,40] 2.3081e-02
largest Strang error: t in (0,4] 5.0629e-04, (36,40] 5.0013e-03
largest Lie error / its upper bound = 0.8429
ground-state mean (V')^2 = 0.952159, over 24 = 0.039673
tau, ground-level shift/tau^2: Lie, Strang
0.10 0.039782 0.039782
0.05 0.039700 0.039700
```
